# Density of States from Chebyshev Moments and a Cosine Transform, part 2

The problem is to find the density of states of a real symmetric or Hermitian matrix $H$ of size $D\times D$ with eigenvalues $E_j$ from traces of polynomials. With a scale $a>0$ and a centre $b$,

$$h=\frac{H-b}{a},\qquad \rho(x)=\frac1D\sum_j\delta(x-x_j),\qquad x=\frac{E-b}{a},$$

where all $x_j=(E_j-b)/a=\cos\theta_j$ lie strictly between $-1$ and $1$. The density in energy is $\rho_E(E)=\rho(x)/a$.

The Chebyshev polynomials $T_n(\cos\theta)=\cos n\theta$ and the weight $w(x)=\frac{1}{\pi\sqrt{1-x^2}}$ satisfy

$$\int_{-1}^{1}w\,T_mT_n\,dx=\frac{1+\delta_{n0}}{2}\,\delta_{mn}.$$

The moments and the expansion are

$$\mu_n=\frac1D\sum_jT_n(x_j)=\frac1D\,\mathrm{Tr}\,T_n(h),\qquad \mu_0=1 ,$$

$$\rho(x)=\frac{1}{\pi\sqrt{1-x^2}}\Big[\mu_0+2\sum_{n=1}^{\infty}\mu_nT_n(x)\Big].$$

The expansion holds under an integral with a smooth function $f$, but not pointwise. With $f_n=\int_{-1}^{1}w f\,T_n\,dx$,

$$\frac1D\sum_jf(x_j)=f_0\mu_0+2\sum_{n\ge1}f_n\mu_n .$$

The example is a closed ring of $D=600$ sites with alternating hoppings $t_1=1\,t$ and $t_2=0.6\,t$, where $t$ is the unit of energy, and $a=1.7\,t$, $b=0$. The largest row sum, $1.6\,t$, bounds the eigenvalues. All sites $i$ are equivalent, so $\mu_n=[T_n(h)]_{ii}$, and $\mu_0$ to $\mu_{599}$ are those of the infinite chain. All odd moments vanish. Counting closed paths gave $(h^2)_{ii}=0.4706$, $(h^4)_{ii}=0.3077$, $\mu_2=-0.0588$ and $\mu_4=-0.3034$.

The closing list also repeats three earlier checks: the change of $\mu_{20}$ when a chain is closed to a ring of 20 sites, the growth of $\mu_{100}$ when $a$ is smaller than the largest eigenvalue, and the mean square moment $1/(2D)$ of a matrix with distinct levels, tested on a random symmetric matrix.

## Damping and evaluation on the nodes

The second half uses the following results. The rescaled matrix $h=(H-b)/a$ has the eigenvalues $x_j=\cos\theta_j$ inside $(-1,1)$. The density of states per state is $\rho(x)$ in the variable $x=\cos\theta$ and $\rho_E=\rho/a$ in energy. With $w(x)=1/(\pi\sqrt{1-x^2})$, $T_n(x)=\cos n\theta$ and $\mu_n=\frac1D\mathrm{Tr}\,T_n(h)$, the expansion is $\rho=w[\mu_0+2\sum_{n\ge1}\mu_nT_n]$, valid under an integral with a smooth function. The example is the ring of 600 sites with $t_1=1\,t$, $t_2=0.6\,t$, $a=1.7\,t$ and $b=0$.

We keep $N$ moments and multiply them by factors $g_n$:

$$\rho_N(x)=w(x)\Big[g_0\mu_0+2\sum_{n=1}^{N-1}g_n\mu_nT_n(x)\Big].$$

Inserting $\mu_n=\frac1D\sum_j\cos n\theta_j$ and using $2\cos n\theta\cos n\theta_j=\cos n(\theta-\theta_j)+\cos n(\theta+\theta_j)$ gives

$$\rho_N(x)=\frac{w(x)}{2D}\sum_j\big[K(\theta-\theta_j)+K(\theta+\theta_j)\big],\qquad K(\alpha)=g_0+2\sum_{n=1}^{N-1}g_n\cos n\alpha .$$

Each level is thus replaced by a peak of shape $K$. Without damping, $g_n=1$, we use $2\sin\frac\alpha2\cos n\alpha=\sin(n+\frac12)\alpha-\sin(n-\frac12)\alpha$. The sum over $n$ telescopes to

$$K(\alpha)=\frac{\sin(N-\frac12)\alpha}{\sin\frac\alpha2}.$$

This function has negative lobes, and at a fixed distance $\alpha$ their height does not shrink as $N$ grows.

A kernel that is never negative results if it is a squared modulus. For real $a_0,\dots,a_{N-1}$,

$$\Big|\sum_{\nu=0}^{N-1}a_\nu e^{i\nu\alpha}\Big|^2=\sum_\nu a_\nu^2+2\sum_{n=1}^{N-1}\cos n\alpha\sum_{\nu=0}^{N-1-n}a_\nu a_{\nu+n},$$

because the terms with index differences $n$ and $-n$ combine to a cosine. This is $K(\alpha)$ with $g_n=\sum_\nu a_\nu a_{\nu+n}$. The condition $g_0=\sum_\nu a_\nu^2=1$ preserves the norm, since $\int\rho_N\,dx=g_0\mu_0$. The peak should also be narrow. The average of $1-\cos\alpha$ with the weight $K(\alpha)/2\pi$ over a period is $1-g_1$, so we make $g_1$ as large as possible.

Now $g_1=\sum_\nu a_\nu a_{\nu+1}$ is the quadratic form of a matrix with elements $\frac12$ between neighbouring indices, and its maximum for a unit vector is the largest eigenvalue. The eigenvalue equation is that of an open chain,

$$\tfrac12(a_{\nu-1}+a_{\nu+1})=\lambda a_\nu,\qquad a_{-1}=a_N=0 .$$

It is solved by $a_\nu\propto\sin(\nu+1)\kappa$ with $\lambda=\cos\kappa$, and the condition at $\nu=N$ requires $\kappa=s\pi/(N+1)$, $s=1,\dots,N$. These are $N$ distinct eigenvalues, hence all of them, and the largest belongs to $s=1$. Write $\varphi=\pi/(N+1)$. Since $\sum_{p=1}^{N}\cos2p\varphi=-1$, we have $\sum_{p=1}^{N}\sin^2p\varphi=\frac{N+1}2$, and

$$a_\nu=\sqrt{\tfrac{2}{N+1}}\,\sin(\nu+1)\varphi,\qquad g_1=\cos\varphi .$$

The other factors follow with $p=\nu+1$:

$$g_n=\frac{2}{N+1}\sum_{p=1}^{N-n}\sin p\varphi\,\sin(p+n)\varphi=\frac1{N+1}\sum_{p=1}^{N-n}\big[\cos n\varphi-\cos(2p+n)\varphi\big].$$

Multiplied by $2\sin\varphi$, the second sum telescopes to $\sin(2N-n+1)\varphi-\sin(n+1)\varphi$. As $(2N-n+1)\varphi=2\pi-(n+1)\varphi$, this is $-2\sin(n+1)\varphi$. The second sum is therefore $-\sin(n+1)\varphi/\sin\varphi=-\cos n\varphi-\sin n\varphi\cot\varphi$, and

$$g_n=\frac{(N-n+1)\cos n\varphi+\sin n\varphi\,\cot\varphi}{N+1}.$$

These are the Jackson factors.

The resolution can be calculated from $g_1$ and $g_2$. A single level at $x'$ is turned into a peak with the moments $g_nT_n(x')$. The mean of $x$ over this peak is $g_1x'$. Since $x^2=\frac12(1+T_2)$, the mean of $x^2$ is $\frac12[1+g_2(2x'^2-1)]$. The mean square distance from the true position is therefore

$$\sigma^2=\langle x^2\rangle-2x'\langle x\rangle+x'^2=\frac{1-g_2}2+x'^2\,(1+g_2-2g_1).$$

From $\sin2\varphi\cot\varphi=2\cos^2\varphi=1+\cos2\varphi$ we get $g_2=(N\cos2\varphi+1)/(N+1)$, so $1-g_2=2N\sin^2\varphi/(N+1)$. At the centre,

$$\sigma(0)=\sqrt{\tfrac{N}{N+1}}\,\sin\frac{\pi}{N+1}\approx\frac\pi N .$$

For $N=256$ the width in energy is $a\sigma(0)=0.0207\,t$. Away from the centre, $1-g_1\approx\varphi^2/2$ and $1-g_2\approx2\varphi^2$ give $\sigma^2\approx\varphi^2(1-x'^2)$ to leading order in $1/N$. The resolution is finer near the ends of the interval. The estimate fails where $1-x'^2$ is itself of order $1/N$.

The far part of the damped peak is also known in closed form. Let $z=e^{i\alpha}$ and $A=\sum_{p=1}^N\sin(p\varphi)\,z^p$. In the product $(1-2z\cos\varphi+z^2)A$ the inner powers cancel, because $\sin(p+1)\varphi+\sin(p-1)\varphi=2\cos\varphi\sin p\varphi$. The coefficient of $z^{N+1}$ is $-\sin(N+1)\varphi=0$. What remains is $z\sin\varphi\,(1+z^{N+1})$, since $\sin N\varphi=\sin\varphi$. With $1-2z\cos\varphi+z^2=2z(\cos\alpha-\cos\varphi)$ this gives

$$K(\alpha)=\frac{2}{N+1}|A|^2=\frac{2\sin^2\varphi}{N+1}\,\frac{\cos^2\frac{(N+1)\alpha}{2}}{(\cos\alpha-\cos\varphi)^2}.$$

At a fixed distance $\alpha$ its envelope falls as $1/N^3$.

To evaluate $\rho_N$, choose $M\ge N$ and the nodes

$$x_k=\cos\theta_k,\qquad\theta_k=\frac{\pi(k+\frac12)}{M},\qquad k=0,\dots,M-1 ,$$

which are the zeros of $T_M$. They avoid the points $x=\pm1$, where the weight diverges. Divide out the weight by defining $\gamma_k=\pi\sqrt{1-x_k^2}\,\rho_N(x_k)$. Then

$$\gamma_k=g_0\mu_0+2\sum_{n=1}^{N-1}g_n\mu_n\cos\frac{\pi n(k+\frac12)}{M}.$$

The type-III discrete cosine transform of a list $z_0,\dots,z_{M-1}$, in the convention without extra factors, is $z_0+2\sum_{n=1}^{M-1}z_n\cos[\pi n(k+\frac12)/M]$. So $\gamma_k$ is the transform of $z_n=g_n\mu_n$, padded with zeros from $n=N$ on. The density in energy is $\rho_E=\gamma_k/(\pi a\sin\theta_k)$.

Summed directly, $M$ values cost $O(MN)$ operations. The cosine is the real part of $e^{i\pi n/2M}e^{2\pi ink/2M}$, so the sum is the real part of a discrete Fourier transform of length $2M$. Splitting such a transform into even and odd $n$ gives two of half the length plus a number of operations proportional to $M$. If $M$ is a power of two, the splitting can be repeated about $\log_2M$ times, and the total cost is $O(M\log M)$.

The nodes also serve for integration. Consider $S_q=\frac1M\sum_k\cos q\theta_k$ for integer $q$. If $q$ is not a multiple of $2M$, the geometric sum gives

$$\sum_{k=0}^{M-1}e^{iq\theta_k}=e^{i\pi q/2M}\,\frac{e^{i\pi q}-1}{e^{i\pi q/M}-1}=\frac{e^{i\pi q}-1}{2i\sin(\pi q/2M)} .$$

The numerator is $0$ or $-2$, so the expression has no real part and $S_q=0$. For $q=2Ms$ each cosine is $(-1)^s$, hence $S_0=1$ and $S_{2M}=-1$. It follows that $\frac1M\sum_kT_m(x_k)T_n(x_k)=\frac12(S_{m-n}+S_{m+n})$ agrees with $\int wT_mT_n\,dx$ as long as $m+n<2M$. Since $\gamma_k$ contains polynomials up to degree $N-1$,

$$\int_{-1}^{1}\rho_N(x)f(x)\,dx=\frac1M\sum_{k=0}^{M-1}\gamma_kf(x_k)$$

for every polynomial $f$ of degree at most $2M-N$. For $f=T_{2M-N+1}$ and $N\ge2$ the term $n=N-1$ meets $S_{2M}=-1$, and the node sum is wrong by $-g_{N-1}\mu_{N-1}$. This is aliasing: on the nodes a high polynomial cannot be told from a lower one. Choosing $f=T_n$ with $n<N$ gives the inverse transform, $g_n\mu_n=\frac1M\sum_k\gamma_k\cos n\theta_k$.

Four nodes and four undamped moments can be worked out by hand. With $\mu_1=\mu_3=0$ and $\mu_2=-0.058824$, we have $\gamma_k=1+2\mu_2\cos2\theta_k$, where $\theta_0=\pi/8$ and $\theta_1=3\pi/8$. As $\cos2\theta_k=\pm0.70711$, $\gamma_0=\gamma_3=0.91681$ and $\gamma_1=\gamma_2=1.08319$. At $k=1$ the energy is $1.7\times0.38268\,t=0.651\,t$, and the density is $1.08319/(\pi\times1.7\times0.92388)=0.2195$ per $t$. The average of $\gamma_kx_k^2$ is

$$\tfrac12\big(0.91681\times0.92388^2+1.08319\times0.38268^2\big)=0.4706 ,$$

which is the value of $(h^2)_{ii}$ obtained from closed paths.

For a finer calculation we need the density of the infinite chain as a reference. Let a Bloch state have amplitudes $u$ and $v$ on the two sites of a cell and the phase $e^{ik}$ from cell to cell. Then $Eu=(t_1+t_2e^{-ik})v$ and $Ev=(t_1+t_2e^{ik})u$, so

$$E^2=t_1^2+t_2^2+2t_1t_2\cos k .$$

The bands cover $0.4\,t\le|E|\le1.6\,t$. There is half a cell per site, and two values $\pm k$ belong to each energy. Per site the density is therefore $\frac12\cdot\frac1{2\pi}\cdot2/|dE/dk|$, with $|dE/dk|=t_1t_2|\sin k|/|E|$. Furthermore $(2t_1t_2\sin k)^2=(2t_1t_2)^2-(E^2-t_1^2-t_2^2)^2$, which factorizes as a difference of squares:

$$\rho_E(E)=\frac{|E|}{\pi\sqrt{\big[E^2-(t_1-t_2)^2\big]\big[(t_1+t_2)^2-E^2\big]}} .$$

With $N=256$ and $M=512$, the values at five nodes, in units of $1/t$, are:

| $E/t$ | damped | undamped | infinite chain |
|---|---|---|---|
| $-0.005$ | 0.00001 | $-0.0180$ | 0 |
| 0.203 | 0.00007 | $-0.0195$ | 0 |
| 0.703 | 0.2695 | 0.2704 | 0.2693 |
| 1.000 | 0.2781 | 0.2812 | 0.2781 |
| 1.297 | 0.3574 | 0.3626 | 0.3574 |

At the three energies inside the band the damped curve deviates from the chain by less than 0.1 % of the local density, the undamped one by 0.4 to 1.5 %. In the gap, a few widths away from the band edges, the damped density is small and positive, in keeping with the rapid fall of $K$. Closer to the edge at $0.4\,t$ the broadened band reaches into the gap: the damped density is $0.003/t$ at $E=0.347\,t$, $0.08/t$ at $0.367\,t$ and $0.37/t$ at $0.388\,t$. The undamped density oscillates about zero in the interior of the gap. It is negative at the two nodes listed, but it is $+0.0178/t$ at the node $E=0.016\,t$, and about half of the nodes in the gap carry positive values. At the band edges the chain density diverges and $\rho_N$ stays finite, so no pointwise agreement can be expected there.

The lowest undamped value on the nodes, $-0.85/t$, occurs at $|E|=1.6999\,t$, outside the bands and next to the end of the interval. This is the second node from the end, with $\theta_1=3\pi/1024$ (or its mirror image), and the prefactor $1/(\pi a\sin\theta_1)$ is about $20/t$. The bracket itself is only $-0.042$, smaller in modulus than the $-0.096$ at the node $E=-0.005\,t$ in the gap. The weight has magnified a small truncation error.

Damping is not of advantage for every purpose. Consider the band energy per site at half filling, for two spins and $k_BT=0.1\,t$. The spectrum is symmetric about zero, so the chemical potential is zero, and the quantity to be averaged over the levels is

$$f=\frac{2E}{1+e^{E/k_BT}},\qquad E=ax .$$

Diagonalization of the ring gives $-1.09035\,t$. The node sum with $M=2N$ deviates from this by the following amounts, in units of $t$:

| $N$ | undamped | damped |
|---|---|---|
| 16 | $-1.5\times10^{-3}$ | $1.6\times10^{-2}$ |
| 32 | $4.4\times10^{-5}$ | $5.5\times10^{-3}$ |
| 64 | $1.0\times10^{-7}$ | $1.5\times10^{-3}$ |
| 128 | $-8\times10^{-13}$ | $4.0\times10^{-4}$ |

Without damping, the error consists of the omitted terms $2\sum_{n\ge N}f_n\mu_n$ and of aliased coefficients $f_m$ with $m>3N$. Since $|\mu_n|\le1$ and $f$ is smooth, both fall faster than any power of $1/N$. The rate is set by the poles of $f$ nearest to the real axis, $E=\pm i\pi k_BT$. With $x=\cos\theta$ they lie at a distance $\eta$ from the real $\theta$ axis, where $\sinh\eta=\pi k_BT/a$, so $\eta=0.184$, and the cosine coefficients $f_n$ fall as $e^{-\eta n}$ for large $n$. From $N=64$ to $N=128$ the $f_n$ fall by a factor $e^{64\eta}\approx1.3\times10^{5}$. The moduli of the errors in the table fall by the same factor, but so close an agreement is partly accidental, because the moments $\mu_n$ in the omitted terms oscillate in size and sign: from $N=56$ to $N=120$ the error falls by $1.4\times10^{6}$. A lower temperature makes $\eta$ smaller, so high accuracy then demands more moments.

Damping adds the error $-2\sum_n(1-g_n)f_n\mu_n$. For fixed $n$ and large $N$, set $u=n/(N+1)$ and $\cot\varphi\approx(N+1)/\pi$. Then

$$g_n\approx(1-u)\cos\pi u+\frac{\sin\pi u}{\pi}\approx1-\frac{\pi^2n^2}{2(N+1)^2},$$

and the error falls as $1/(N+1)^2$, unless the sum of $n^2f_n\mu_n$ happens to vanish. From $N=128$ to $N=256$ this predicts a reduction by $(257/129)^2=3.97$; the numerical check gives 3.92, with corrections of relative order $1/N$ still to be expected. The same moments therefore serve two purposes: with the factors $g_n$ they give a non-negative curve of known resolution, and without them they give accurate averages of smooth functions.

## Calculated quantities

```
hoppings: 1.0 and 0.6 t; sites D = 600
row-sum bound 1.60 t; scale a = 1.70 t; b = 0 t
lowest |E| 0.4000 t, highest |E| 1.6000 t
<h^2> = 0.470588, <h^4> = 0.307659 (no unit)
mu_2 = -0.058824, mu_4 = -0.303433 (no unit)
ring of 20 sites: change of mu_20 by closing = 0.1560
mu_100 with too small a = 1.5 t: 1.42e+14
random matrix, D = 40: mean square moment 0.01247, 1/(2D) = 0.01250
four moments, four nodes, no damping:
  k=0 x=+0.92388 E=+1.57060 t gamma=0.91681 DOS=0.44858 1/t
  k=1 x=+0.38268 E=+0.65056 t gamma=1.08319 DOS=0.21953 1/t
  k=2 x=-0.38268 E=-0.65056 t gamma=1.08319 DOS=0.21953 1/t
  k=3 x=-0.92388 E=-1.57060 t gamma=0.91681 DOS=0.44858 1/t
  node average of gamma x^2 = 0.470588 (no unit)
N = 256 moments, M = 512 nodes; level width at E=0: 0.02074 t
DOS per site and spin in 1/t: damped, undamped, infinite chain
  E=-0.00522 t: 0.000010 -0.018020 0.000000
  E=+0.20292 t: 0.000065 -0.019483 0.000000
  E=+0.70319 t: 0.269511 +0.270445 0.269293
  E=+1.00008 t: 0.278118 +0.281174 0.278076
  E=+1.29742 t: 0.357440 +0.362578 0.357365
lowest undamped DOS -0.8477 1/t at |E| = 1.6999 t
lowest damped DOS 8.23e-06 1/t
k_B T = 0.1 t; band energy by diagonalization -1.0903514790 t per site
error of the node sum with M = 2N, in t: undamped, damped
  N= 16: -1.49e-03 +1.62e-02
  N= 32: +4.39e-05 +5.48e-03
  N= 64: +1.03e-07 +1.51e-03
  N=128: -7.78e-13 +3.95e-04
  N=256: +2.22e-16 +1.01e-04
damped error, N=128 over N=256: 3.917
```
